# Clearing a raised step with an ideal rigid polishing pad: verification in Python

```python
"""Planarization of a raised step by an ideal rigid polishing pad.

Result under test: clearing time = rho * h0 / K, where
  rho = raised area fraction, h0 = initial step height (nm),
  K   = blanket removal rate (nm/min) at the same nominal pressure.
Removal is proportional to local pressure times speed (Preston's equation).
Also tested: corrections for pad roughness (asperity tail length lam),
bulk pad bending, nonlinear pressure response, sloping sidewalls and
differences of pattern density.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

rho, h0, K = 0.5, 500.0, 200.0
pressure, speed = 30e3, 1.0              # Pa, m/s: rough typical values
pad_modulus, poisson = 300e6, 0.3        # Pa, rough hard polyurethane
target_step = 50.0                       # nm
t_clear = rho * h0 / K


# ---- Contact simulation: stiff independent springs, contact found by load
def spring_pressures(z, compression):
    """Local pressure / nominal pressure; the mean is fixed by the load."""
    ordered = np.sort(z)[::-1]
    count = np.arange(1, z.size + 1)
    level = (np.cumsum(ordered) - z.size * compression) / count
    last = np.nonzero(ordered > level)[0][-1]
    return np.maximum(z - level[last], 0.0) / compression


def polish(profile, exponent=1.0, t_end=2.0, dt=0.001, threshold=5.0):
    """Time to reach the threshold, floor loss then, final floor height."""
    z = profile.copy()
    floor = np.argmin(profile)
    reached, loss = None, None
    for i in range(int(round(t_end / dt))):
        if reached is None and np.ptp(z) <= threshold:
            reached, loss = i * dt, -z[floor]
        z -= K * dt * spring_pressures(z, 1.0) ** exponent
    assert reached is not None
    return reached, loss, z[floor]


def block(density, cells=200):
    z = np.zeros(cells)
    z[:int(round(density * cells))] = h0
    return z


sim_time, sim_loss, _ = polish(block(rho))
# The spring pad is followed to 5 nm, 1 percent of the step.
assert abs(sim_time - 0.99 * t_clear) < 0.003
assert abs(sim_loss) < 1e-6

# Sloping walls: top fraction 0.4, base fraction 0.6, mean over height 0.5.
slope = h0 * (np.arange(40) + 0.5) / 40
sloped = np.concatenate([np.full(80, h0), slope, np.zeros(80)])
sloped_time, _, _ = polish(sloped)
# Stopping at a 5 nm range leaves at most 5 nm mean height: 0.025 min.
assert abs(sloped_time - t_clear) < 0.026

exponent = 0.9
t_exponent = h0 * rho**exponent / K
sim_exponent, _, _ = polish(block(rho), exponent)
assert abs(sim_exponent - 0.99 * t_exponent) < 0.003

densities = (0.4, 0.6)
density_times = [d * h0 / K for d in densities]
floors = []
for d, expected in zip(densities, density_times):
    reached, _, final_floor = polish(block(d))
    assert abs(reached - 0.99 * expected) < 0.003
    floors.append(final_floor)
level_difference = (densities[1] - densities[0]) * h0
assert abs(floors[1] - floors[0] - level_difference) < 0.1

# ---- Rough pad: sum Hertz forces over an exponential height distribution
heights = np.linspace(0.0, 40.0, 8001)   # asperity heights / lam
weights = np.exp(-heights)


def asperity_force(gap):
    return np.sum(np.maximum(heights - gap, 0.0) ** 1.5 * weights)


nominal_force = asperity_force(3.0)


def rough_rates(t, y, lam):
    step = max(y[0], 0.0) / lam

    def excess(gap):
        total = (rho * asperity_force(gap)
                 + (1 - rho) * asperity_force(gap + step))
        return total / nominal_force - 1.0
    gap = brentq(excess, 1.0, 4.0, xtol=1e-11)
    up = asperity_force(gap) / nominal_force
    down = asperity_force(gap + step) / nominal_force
    return [-K * (up - down), K * down]


def rough_time(step, lam):
    log_term = np.log(np.expm1(-h0 / lam) / np.expm1(-step / lam))
    return (rho * (h0 - step) + lam * log_term) / K


def target_event(t, y, lam):
    return y[0] - target_step


rough_results = []
for lam in (30.0, 100.0, 300.0):
    left = brentq(lambda h: rough_time(h, lam) - t_clear, 1e-6, h0 - 1e-6)
    t_target = rough_time(target_step, lam)
    ode = solve_ivp(rough_rates, (0.0, 4.0), [h0, 0.0], args=(lam,),
                    events=target_event, dense_output=True,
                    rtol=1e-6, atol=1e-5, max_step=0.1)
    step_ode, floor_loss_ode = ode.sol(t_clear)
    assert abs(step_ode - left) < 0.05
    assert abs(floor_loss_ode - rho * left) < 0.05
    assert abs(ode.t_events[0][0] - t_target) < 1e-3
    rough_results.append((lam, left, rho * left, t_target))

# ---- Bulk bending: one pressure wave on an elastic half-space
x, z, k, p, nu = sp.symbols("x z k p nu", positive=True)
airy = p / k**2 * (1 + k * z) * sp.exp(-k * z) * sp.cos(k * x)
s_zz, s_xx = sp.diff(airy, x, 2), sp.diff(airy, z, 2)
s_xz = -sp.diff(airy, x, z)
biharmonic = (sp.diff(airy, x, 4) + 2 * sp.diff(airy, x, 2, z, 2)
              + sp.diff(airy, z, 4))
assert sp.simplify(biharmonic) == 0
assert sp.simplify(s_xz.subs(z, 0)) == 0
assert sp.simplify(s_zz.subs(z, 0) + p * sp.cos(k * x)) == 0
# Vertical strain times E* below a crest of unit pressure, summed over depth.
scaled_strain = (s_zz - nu / (1 - nu) * s_xx).subs({x: 0, p: 1})
strain_at = sp.lambdify((z, k, nu), scaled_strain, "numpy")
for wave_number in (0.5, 1.0, 3.0):
    for ratio in (0.0, 0.3, 0.45):
        depth_integral = quad(strain_at, 0.0, np.inf,
                              args=(wave_number, ratio),
                              epsabs=1e-11, epsrel=1e-11)[0]
        expected = 2.0 / wave_number
        assert abs(-depth_integral / expected - 1.0) < 1e-8

plane_modulus = pad_modulus / (1 - poisson**2)
odd = np.arange(1, 200001, 2)
wave_sum = np.sum(np.sin(odd * np.pi * rho) / odd**2)
sag_factor = 4 / (np.pi**2 * rho) * wave_sum


# Independent road: integrate periodic line loads over the loaded strip.
def line_displacement(position):
    def kernel(s):
        return -np.log(abs(2 * np.sin(np.pi * (position - s))))
    left_part = quad(kernel, -rho / 2, 0.0, epsabs=1e-10)[0]
    right_part = quad(kernel, 0.0, rho / 2, epsabs=1e-10)[0]
    return 2 / (np.pi * rho) * (left_part + right_part)


sag_direct = line_displacement(0.0) - line_displacement(0.5)
# The kernel has an integrable logarithmic endpoint singularity.
assert abs(sag_direct - sag_factor) < 1e-6

# ---- Worked example
preston = K * 1e-9 / 60 / (pressure * speed)
print(f"Raised area fraction: {rho:.2f}")
print(f"Initial step: {h0:.0f} nm")
print(f"Blanket rate: {K:.0f} nm/min")
print(f"Nominal pressure: {pressure/1e3:.0f} kPa")
print(f"Relative speed: {speed:.1f} m/s")
print(f"Preston coefficient: {preston:.2e} 1/Pa")
print(f"Pressure on raised areas: {pressure/rho/1e3:.0f} kPa")
print(f"Rate on raised areas: {K/rho:.0f} nm/min")
print(f"Removed volume per area: {rho*h0:.0f} nm")
print(f"Ideal step after 1 min: {h0-K/rho:.0f} nm")
print(f"Ideal clearing time: {t_clear:.2f} min = {t_clear*60:.0f} s")
print(f"Wrong time using blanket rate: {h0/K:.2f} min")
print(f"Wrong time using rate rho*K: {h0/(rho*K):.2f} min")
print(f"Simulated time to 5 nm step: {sim_time:.3f} min")
print(f"Ideal time to 5 nm step: {0.99*t_clear:.4f} min")
print(f"Simulated sloped-wall time to 5 nm: {sloped_time:.3f} min")
ideal_target = rho * (h0 - target_step) / K
print(f"Ideal time to {target_step:.0f} nm step: {ideal_target:.3f} min")
for lam, left, loss, t_target in rough_results:
    print(f"Asperity tail length: {lam:.0f} nm")
    print(f"  step left at ideal clearing time: {left:.1f} nm")
    print(f"  floor loss at that time: {loss:.1f} nm")
    print(f"  time to {target_step:.0f} nm step: {t_target:.3f} min")
print(f"Pad Young modulus: {pad_modulus/1e6:.0f} MPa")
print(f"Pad Poisson ratio: {poisson:.1f}")
print(f"Pad plane-strain modulus: {plane_modulus/1e6:.0f} MPa")
print(f"Sag factor (times P0*L/E*): {sag_factor:.3f}")
for pitch_um in (100, 1000):
    sag = sag_factor * pressure * pitch_um * 1e3 / plane_modulus
    print(f"Bulk pad sag, pitch {pitch_um} um: {sag:.1f} nm")
print(f"Pressure exponent tried: {exponent:.1f}")
print(f"Clearing time with it: {t_exponent:.3f} min")
for d, t in zip(densities, density_times):
    print(f"Clearing time at density {d:.1f}: {t:.2f} min")
print(f"Level difference left between them: {level_difference:.0f} nm")
print("OK")
```

It prints:

```
Raised area fraction: 0.50
Initial step: 500 nm
Blanket rate: 200 nm/min
Nominal pressure: 30 kPa
Relative speed: 1.0 m/s
Preston coefficient: 1.11e-13 1/Pa
Pressure on raised areas: 60 kPa
Rate on raised areas: 400 nm/min
Removed volume per area: 250 nm
Ideal step after 1 min: 100 nm
Ideal clearing time: 1.25 min = 75 s
Wrong time using blanket rate: 2.50 min
Wrong time using rate rho*K: 5.00 min
Simulated time to 5 nm step: 1.238 min
Ideal time to 5 nm step: 1.2375 min
Simulated sloped-wall time to 5 nm: 1.236 min
Ideal time to 50 nm step: 1.125 min
Asperity tail length: 30 nm
  step left at ideal clearing time: 28.9 nm
  floor loss at that time: 14.4 nm
  time to 50 nm step: 1.156 min
Asperity tail length: 100 nm
  step left at ideal clearing time: 95.6 nm
  floor loss at that time: 47.8 nm
  time to 50 nm step: 1.588 min
Asperity tail length: 300 nm
  step left at ideal clearing time: 237.1 nm
  floor loss at that time: 118.6 nm
  time to 50 nm step: 3.622 min
Pad Young modulus: 300 MPa
Pad Poisson ratio: 0.3
Pad plane-strain modulus: 330 MPa
Sag factor (times P0*L/E*): 0.742
Bulk pad sag, pitch 100 um: 6.8 nm
Bulk pad sag, pitch 1000 um: 67.6 nm
Pressure exponent tried: 0.9
Clearing time with it: 1.340 min
Clearing time at density 0.4: 1.00 min
Clearing time at density 0.6: 1.50 min
Level difference left between them: 100 nm
OK
```
